# Breit-Rabi levels for J = 1/2 and field-independent clock transitions: test program

```python
# Result under test: the Breit-Rabi levels of
#   H = A I.J + muB B (gJ Jz + gI Iz),  J = 1/2, any nuclear spin I,
#   E = -D/(2(2I+1)) + gI muB m B +- (D/2) sqrt(1 + 2 u x + x^2),
# with D = A(I+1/2), x = (gJ-gI) muB B / D, u = 2m/(2I+1), s = sqrt(1-u^2),
# and the fields at which a transition frequency has zero slope in B:
#   equal m:                 x0 = -u (exact)
#   upper m, lower -m:       x0 = -2 m gI / ((gJ-gI) s^2) (small gI)
# Energies are E/h in MHz, fields B in mT. The independent side is always the
# full product-space matrix built from spin operators.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

MUB = physical_constants['Bohr magneton in Hz/T'][0] * 1e-9  # MHz/mT


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def operators(I):
    jz, jp = spin_matrices(0.5)
    iz, ip = spin_matrices(I)
    Jz = np.kron(jz, np.eye(len(iz)))
    Iz = np.kron(np.eye(2), iz)
    IJ = np.kron(jz, iz) + 0.5 * (np.kron(jp, ip.T) + np.kron(jp.T, ip))
    return Jz, Iz, IJ


def hamiltonian(I, B, A, gJ, gI):
    Jz, Iz, IJ = operators(I)
    return A * IJ + MUB * B * (gJ * Jz + gI * Iz)


def sector(I, m):
    Jz, Iz, _ = operators(I)
    idx = np.where(abs(np.diag(Jz + Iz) - m) < 1e-9)[0]
    return np.ix_(idx, idx)


def solve_sector(I, m, B, A, gJ, gI):
    """Ascending energies, slopes dE/dB and <Jz> from eigenvectors."""
    Jz, Iz, _ = operators(I)
    sub = sector(I, m)
    E, V = np.linalg.eigh(hamiltonian(I, B, A, gJ, gI)[sub])
    moment = MUB * (gJ * Jz + gI * Iz)[sub]
    slope = np.diag(V.T @ moment @ V)
    return E, slope, np.diag(V.T @ Jz[sub] @ V)


def breit_rabi(I, m, sign, B, A, gJ, gI):
    D = A * (I + 0.5)
    x = (gJ - gI) * MUB * B / D
    if abs(m) > I:
        root = 1 + np.sign(m) * x
    else:
        root = np.sqrt(1 + 4 * m * x / (2 * I + 1) + x * x)
    return -D / (2 * (2 * I + 1)) + gI * MUB * m * B + sign * D / 2 * root


A, gJ, gI, I = 1000.0, 2.0, -0.001, 1.5
spins = [0.5, 1.0, 1.5, 2.5, 3.0, 3.5]

# Levels, F labels and coupled-basis elements of Jz, for both signs of A
for spin in spins:
    Jz, Iz, IJ = operators(spin)
    Fz = Jz + Iz
    F2 = (spin * (spin + 1) + 0.75) * np.eye(len(Fz)) + 2 * IJ
    for a in (A, -A):
        for B in (0.0, 7.0, 60.0, 400.0):
            H = hamiltonian(spin, B, a, gJ, gI)
            assert np.allclose(H @ Fz, Fz @ H, atol=1e-8)
            for m in np.arange(-spin - 0.5, spin + 1):
                signs = (1,) if abs(m) > spin else (1, -1)
                formula = sorted(breit_rabi(spin, m, q, B, a, gJ, gI)
                                 for q in signs)
                exact = solve_sector(spin, m, B, a, gJ, gI)[0]
                assert np.allclose(formula, exact, rtol=0, atol=1e-7)
        for m in np.arange(-spin + 0.5, spin):
            sub = sector(spin, m)
            E0, V = np.linalg.eigh(a * IJ[sub])
            for n in range(2):
                F = spin + 0.5 if V[:, n] @ F2[sub] @ V[:, n] > (
                    spin * (spin + 1) + 0.75) - 0.5 else spin - 0.5
                assert np.isclose(V[:, n] @ F2[sub] @ V[:, n], F * (F + 1))
                q = 1 if F > spin else -1
                assert np.isclose(E0[n], breit_rabi(spin, m, q, 0, a, gJ, gI))
                u = 2 * m / (2 * spin + 1)
                assert np.isclose(V[:, n] @ Jz[sub] @ V[:, n], q * u / 2)
                gF = gI + q * (gJ - gI) / (2 * spin + 1)
                weak = solve_sector(spin, m, 0.0, a, gJ, gI)[1][n]
                assert np.isclose(weak, gF * MUB * m, atol=1e-9)
            off = abs(V[:, 0] @ Jz[sub] @ V[:, 1])
            assert np.isclose(off, np.sqrt(1 - u * u) / 2)


def transition(spin, m_up, m_low, B, g_nuc=gI):
    """Frequency and its slope: upper level of m_up minus lower of m_low."""
    Eu, su, _ = solve_sector(spin, m_up, B, A, gJ, g_nuc)
    El, sl, _ = solve_sector(spin, m_low, B, A, gJ, g_nuc)
    return Eu[1] - El[0], su[1] - sl[0]


def clock_root(spin, m_up, m_low, B_max):
    return brentq(lambda B: transition(spin, m_up, m_low, B)[1],
                  0.0, B_max, xtol=1e-13, rtol=1e-13)


def curvature(spin, m_up, m_low, B, h=0.01):
    return (transition(spin, m_up, m_low, B + h)[1]
            - transition(spin, m_up, m_low, B - h)[1]) / (2 * h)


# Equal-m clock fields
for spin in spins:
    D = A * (spin + 0.5)
    k = (gJ - gI) * MUB
    for m in np.arange(-spin + 0.5, spin):
        u = 2 * m / (2 * spin + 1)
        s = np.sqrt(1 - u * u)
        if m < 0:
            B0 = clock_root(spin, m, m, 3 * D / k)
            assert np.isclose(B0, -u * D / k, rtol=1e-8)
            assert np.isclose(transition(spin, m, m, B0)[0], D * s)
            assert np.isclose(curvature(spin, m, m, B0), k * k / (D * s),
                              rtol=1e-5)
            assert np.allclose(solve_sector(spin, m, B0, A, gJ, gI)[2], 0,
                               atol=1e-8)
            d = np.diag(hamiltonian(spin, B0, A, gJ, gI)[sector(spin, m)])
            assert abs(d[0] - d[1]) < 1e-6
        elif m == 0:
            assert abs(transition(spin, m, m, 0.0)[1]) < 1e-9
        else:
            assert all(transition(spin, m, m, B)[1] > 0
                       for B in np.linspace(0, 3 * D / k, 40))

# Opposite-m clock fields: present only through the nuclear term
for spin in (1.5, 2.5, 3.5):
    D = A * (spin + 0.5)
    k = (gJ - gI) * MUB
    s2 = 1 - (2 / (2 * spin + 1)) ** 2
    x_est = -2 * gI / ((gJ - gI) * s2)
    B0 = clock_root(spin, 1, -1, 10.0)
    assert np.isclose(B0, x_est * D / k, rtol=1e-4)
    depth = transition(spin, 1, -1, B0)[0] - D
    assert np.isclose(depth, -D * s2 * x_est ** 2 / 2, rtol=1e-4)
    assert abs(transition(spin, 1, -1, 0.0, g_nuc=0.0)[1]) < 1e-9
    assert all(transition(spin, -1, 1, B)[1] > 0
               for B in np.linspace(0, 300, 40))

# Worked example
D = A * (I + 0.5)
k = (gJ - gI) * MUB
B0 = clock_root(I, -1, -1, 3 * D / k)
print("Model: I = %.1f, A/h = %.0f MHz, gJ = %.3f, gI = %.3f" % (I, A, gJ, gI))
print("muB/h = %.5f MHz/mT" % MUB)
print("zero-field splitting D/h = %.1f MHz" % D)
print("(gJ-gI) muB/h = %.5f MHz/mT" % k)
print("field at which x = 1: %.4f mT" % (D / k))
print("-- equal-m transition, m = -1 --")
print("u = %.3f, s = %.6f" % (-2 / (2 * I + 1), np.sqrt(1 - 0.25 * (4 / (2 * I + 1)) ** 2)))
print("clock field B0 = %.4f mT = %.3f G" % (B0, 10 * B0))
print("x at B0 = %.6f" % (k * B0 / D))
block = hamiltonian(I, B0, A, gJ, gI)[sector(I, -1)]
print("block diagonal at B0: %.4f and %.4f MHz" % (block[0, 0], block[1, 1]))
print("block off-diagonal: %.4f MHz" % block[0, 1])
nu0 = transition(I, -1, -1, B0)[0]
print("clock frequency at B0 = %.4f MHz" % nu0)
print("curvature d2nu/dB2 at B0 = %.5f MHz/mT^2" % curvature(I, -1, -1, B0))
print("slope of the same transition at B = 0: %.4f MHz/mT"
      % transition(I, -1, -1, 0.0)[1])
err = 0.01
shift_clock = transition(I, -1, -1, B0 + err)[0] - nu0
shift_zero = transition(I, -1, -1, err)[0] - transition(I, -1, -1, 0.0)[0]
print("field error used = %.2f mT" % err)
print("shift from that error at B0 = %.2f Hz" % (1e6 * shift_clock))
print("shift from that error at B = 0: %.1f Hz" % (1e6 * shift_zero))
print("-- all levels at B0 (E/h) --")
for F, q in ((2, 1), (1, -1)):
    for m in range(F, -F - 1, -1):
        print("F = %d, m = %+d: %.4f MHz"
              % (F, m, breit_rabi(I, m, q, B0, A, gJ, gI)))
print("-- transition (F=2, m=+1) <-> (F=1, m=-1) --")
B1 = clock_root(I, 1, -1, 10.0)
estimate = -2 * gI / ((gJ - gI) * 0.75) * D / k
print("slope at B = 0: %.5f MHz/mT" % transition(I, 1, -1, 0.0)[1])
print("clock field from full matrix = %.6f mT = %.5f G" % (B1, 10 * B1))
print("clock field from estimate    = %.6f mT" % estimate)
print("x at this field = %.6f" % (k * B1 / D))
print("frequency minus D/h there = %.2f Hz"
      % (1e6 * (transition(I, 1, -1, B1)[0] - D)))
print("curvature there = %.5f MHz/mT^2" % curvature(I, 1, -1, B1))
print("-- stretched level m = -2 at x = 2 --")
B2 = 2 * D / k
right = solve_sector(I, -2, B2, A, gJ, gI)[0][0]
wrong = -D / (2 * (2 * I + 1)) + gI * MUB * (-2) * B2 + D / 2 * abs(1 - 2)
assert abs(right - wrong) > 1.0
print("B = %.4f mT" % B2)
print("energy from full matrix = %.4f MHz" % right)
print("energy with root taken as |1-x| = %.4f MHz (wrong)" % wrong)
print("every check passed")
```

Running it gives:

```
Model: I = 1.5, A/h = 1000 MHz, gJ = 2.000, gI = -0.001
muB/h = 13.99624 MHz/mT
zero-field splitting D/h = 2000.0 MHz
(gJ-gI) muB/h = 28.00649 MHz/mT
field at which x = 1: 71.4120 mT
-- equal-m transition, m = -1 --
u = -0.500, s = 0.866025
clock field B0 = 35.7060 mT = 357.060 G
x at B0 = 0.500000
block diagonal at B0: -249.5002 and -249.5002 MHz
block off-diagonal: 866.0254 MHz
clock frequency at B0 = 1732.0508 MHz
curvature d2nu/dB2 at B0 = 0.45285 MHz/mT^2
slope of the same transition at B = 0: -14.0032 MHz/mT
field error used = 0.01 mT
shift from that error at B0 = 22.64 Hz
shift from that error at B = 0: -140017.7 Hz
-- all levels at B0 (E/h) --
F = 2, m = +2: 1249.0005 MHz
F = 2, m = +1: 1072.3759 MHz
F = 2, m = +0: 868.0340 MHz
F = 2, m = -1: 616.5252 MHz
F = 2, m = -2: 250.9995 MHz
F = 1, m = +1: -1573.3754 MHz
F = 1, m = +0: -1368.0340 MHz
F = 1, m = -1: -1115.5257 MHz
-- transition (F=2, m=+1) <-> (F=1, m=-1) --
slope at B = 0: -0.02799 MHz/mT
clock field from full matrix = 0.095168 mT = 0.95168 G
clock field from estimate    = 0.095168 mT
x at this field = 0.001333
frequency minus D/h there = -1332.00 Hz
curvature there = 0.29414 MHz/mT^2
-- stretched level m = -2 at x = 2 --
B = 142.8241 mT
energy from full matrix = -1246.0020 MHz
energy with root taken as |1-x| = 753.9980 MHz (wrong)
every check passed
```
